# Binding energy and Bohr radius of a shallow donor

Q: You want to treat an implanted donor as a hydrogen atom. Hydrogen is one electron and one proton in vacuum. The donor sits among a great many other nuclei and electrons. What is left of the analogy?

A: Begin with what the donor adds to the perfect crystal. After annealing, suppose it occupies a substitutional site, where it replaces a host atom with one valence electron fewer. Its core carries one more positive charge $e$ than the host core did. All but one of its valence electrons take over the bonding role of those they replace. What remains is one extra electron and one extra charge $+e$ at the origin.

This argument does not cover dopants in clusters or at interstitial sites. Their bonding is different, and whether they leave one extra electron facing one extra charge has to be settled case by case.

The other electrons still respond to the extra charge. I describe them as a uniform medium of static relative permittivity $\varepsilon$. Gauss's law for a sphere of radius $r$ gives

$$4\pi r^2\,\varepsilon_0\varepsilon\,\mathcal E(r)=e,\qquad \mathcal E(r)=\frac{e}{4\pi\varepsilon_0\varepsilon r^2}.$$

The force on the electron is $-e\mathcal E$, directed inward. With the potential energy set to zero at infinity,

$$U(r)=-\int_r^\infty \frac{e^2}{4\pi\varepsilon_0\varepsilon r'^2}\,dr'=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

Q: A uniform medium makes no sense inside one unit cell.

A: It does not, so this $U$ is wrong close to the core. The description can work if the electron spends little time there, which has to be checked once the size of the orbit is known. The static value of $\varepsilon$ is a further assumption: whatever part of the polarization comes from moving ions must be able to follow the electron.

Q: Even so, the electron feels the strong periodic potential of the host. You have written down only the donor's part.

A: The periodic potential enters through the states from which the donor state is built. Let $H_0$ be the one-electron Hamiltonian of the perfect crystal, with conduction-band states

$$H_0\phi_{\mathbf k}=E(\mathbf k)\phi_{\mathbf k},\qquad \phi_{\mathbf k}=\frac{1}{\sqrt V}\,e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r),$$

where $V$ is the crystal volume, $u_{\mathbf k}$ has the lattice period and the cell average of $|u_{\mathbf k}|^2$ is 1. I assume a single isotropic minimum at $\mathbf k=0$:

$$E(\mathbf k)\approx E_c+\frac{\hbar^2k^2}{2m^*},\qquad m^*=\mu m,$$

with $m$ the free-electron mass. Write the donor state as $\psi=\sum_{\mathbf k}c_{\mathbf k}\phi_{\mathbf k}$, leaving out other bands. Projecting $(H_0+U)\psi=E\psi$ on $\phi_{\mathbf k}$ gives

$$[E(\mathbf k)-E]\,c_{\mathbf k}+\sum_{\mathbf k'}\langle\phi_{\mathbf k}|U|\phi_{\mathbf k'}\rangle c_{\mathbf k'}=0.$$

The product $u_{\mathbf k}^*u_{\mathbf k'}$ is periodic, so it is a sum $\sum_{\mathbf G}B_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ over reciprocal lattice vectors. Therefore

$$\langle\phi_{\mathbf k}|U|\phi_{\mathbf k'}\rangle=\sum_{\mathbf G}B_{\mathbf G}\,\tilde U(\mathbf k-\mathbf k'-\mathbf G),\qquad \tilde U(\mathbf q)=\frac1V\int U\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r.$$

For a wide orbit the important $\mathbf k$ and $\mathbf k'$ are both small. Then $B_{\mathbf 0}$, the cell average of $u_{\mathbf k}^*u_{\mathbf k'}$, is close to 1. For the Coulomb potential $\tilde U(q)=-e^2/(V\varepsilon_0\varepsilon q^2)$, so the terms with $\mathbf G\neq0$ are small compared with the term at small $q$. Keeping $\mathbf G=0$ leaves $\tilde U(\mathbf k-\mathbf k')$.

Other bands are suppressed too. At equal $\mathbf k$ the periodic parts of two bands are orthogonal over a cell, so a slow potential couples them weakly, and the energy separating them is assumed large compared with the binding energy.

Q: That is an equation for coefficients. Where is the Schrödinger equation?

A: Define the envelope

$$F(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}.$$

Multiply the coefficient equation by $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ and sum over $\mathbf k$. Each factor $k^2$ becomes $-\nabla^2$ acting on $F$. In the potential term put $\mathbf q=\mathbf k-\mathbf k'$:

$$\frac1{\sqrt V}\sum_{\mathbf k,\mathbf k'}\tilde U(\mathbf k-\mathbf k')c_{\mathbf k'}e^{i\mathbf k\cdot\mathbf r}
=\Big[\sum_{\mathbf q}\tilde U(\mathbf q)e^{i\mathbf q\cdot\mathbf r}\Big]\Big[\frac1{\sqrt V}\sum_{\mathbf k'}c_{\mathbf k'}e^{i\mathbf k'\cdot\mathbf r}\Big]=U F.$$

Extending the sums beyond the first Brillouin zone changes little when $c_{\mathbf k}$ is concentrated near zero. The result is

$$\left[-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right]F=(E-E_c)F.$$

Since $u_{\mathbf k}\approx u_{\mathbf 0}$ for the important $\mathbf k$, the electron's wavefunction is $\psi\approx u_{\mathbf 0}F$: a rapid oscillation within each cell under a slow envelope. The periodic potential has not been dropped. It fixes $E_c$, $m^*$ and $u_{\mathbf 0}$.

Q: You have made several approximations at once. Can the replacement of a whole crystal by one mass be tested?

A: Yes, in one dimension, where the full problem can be diagonalized. Take units $\hbar=m=a_{\rm lat}=1$, with $a_{\rm lat}$ the lattice spacing, a crystal potential $-20\cos(2\pi x)$ and a slow attraction $-0.2/\sqrt{x^2+w^2}$. The curvature of the lowest band at $k=0$ gives $m^*\approx3.6$.

For $w=5$, on a grid of 40 points per cell, the full crystal gives a binding energy of 0.031806 below the band edge, and the envelope equation gives 0.031792. The last digit of each depends on the grid. The difference is about 0.04% of the full value. Using the free-electron mass instead gives 0.026791, an error of 15.8%. For the smoother potential with $w=10$, the envelope error falls to 0.012%.

This tests the envelope step for a slow potential. It does not test the sharp Coulomb centre of a three-dimensional donor.

Q: Granted the envelope equation, must I now solve it for every pair of $\mu$ and $\varepsilon$?

A: No. Measure distance in a length $L$ still to be chosen, $\mathbf r=L\mathbf s$. Then $\nabla^2=L^{-2}\nabla_s^2$ and the Hamiltonian becomes

$$-\frac{\hbar^2}{m^*L^2}\,\frac{\nabla_s^2}{2}-\frac{e^2}{4\pi\varepsilon_0\varepsilon L}\,\frac1s.$$

Choose $L$ so that the two prefactors are equal, and call that length $a^*$:

$$\frac{\hbar^2}{m^*a^{*2}}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}
\quad\Rightarrow\quad
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2}=\frac{\varepsilon}{\mu}\,a_0,\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

The Hamiltonian is now

$$\frac{\hbar^2}{m^*a^{*2}}\left[-\frac{\nabla_s^2}{2}-\frac1s\right].$$

The bracket contains neither $\mu$ nor $\varepsilon$. Setting $\mu=\varepsilon=1$ gives hydrogen with a fixed nucleus, so donor and hydrogen share the same dimensionless problem. The energy unit is

$$\frac{\hbar^2}{m^*a^{*2}}=\frac{\hbar^2}{\mu m}\,\frac{\mu^2}{\varepsilon^2a_0^2}=\frac{\mu}{\varepsilon^2}\,\frac{\hbar^2}{ma_0^2}=\frac{\mu}{\varepsilon^2}\,2\,\mathrm{Ry},\qquad \mathrm{Ry}=\frac{\hbar^2}{2ma_0^2}.$$

The fixed nucleus is the right comparison because the donor core is held by the lattice. No reduced mass of electron and donor atom appears.

Q: You still need the lowest energy of the bracket. I would rather not take hydrogen's on trust.

A: It follows from completing a square. Let $F$ be normalized in the variable $\mathbf s$, let $\hat{\mathbf s}$ be the radial unit vector, and let $\langle1/s\rangle=\int|F|^2s^{-1}d^3s$. Then

$$0\le\int|\nabla_sF+\hat{\mathbf s}F|^2d^3s=\int|\nabla_sF|^2d^3s+\int\hat{\mathbf s}\cdot\nabla_s|F|^2\,d^3s+1.$$

Integrate the middle term by parts. The surface term vanishes at infinity for a bound state, and on a small sphere around the origin because its area goes to zero. The divergence is

$$\nabla_s\cdot\hat{\mathbf s}=\frac1{s^2}\frac{d}{ds}(s^2)=\frac2s,$$

so the middle term equals $-2\langle1/s\rangle$. Dividing the inequality by 2 gives

$$\frac12\int|\nabla_sF|^2d^3s-\left\langle\frac1s\right\rangle\ge-\frac12.$$

The left side is the mean value of the bracket, so no state lies below $-1/2$. Equality requires $\nabla_sF=-\hat{\mathbf s}F$. There is then no angular dependence, and $dF/ds=-F$ gives $F=Ce^{-s}$. Normalization fixes $C$:

$$1=4\pi C^2\int_0^\infty s^2e^{-2s}ds=4\pi C^2\cdot\frac14=\pi C^2,\qquad F=\frac{e^{-s}}{\sqrt\pi}.$$

The bound is reached, so $-1/2$ is the ground-state energy of the bracket. Multiplying by the energy unit,

$$E-E_c=-E_b,\qquad E_b=\frac{\mu}{\varepsilon^2}\,\mathrm{Ry}.$$

Together with $a^*=(\varepsilon/\mu)a_0$, this is the hydrogenic donor. The energy $E_b$ lifts the electron from the donor level to the bottom of the conduction band. It does not remove the electron from the crystal.

Q: Why does the permittivity enter squared and the mass only once?

A: Use the equality that defined $a^*$ to write the binding energy as

$$E_b=\frac{\hbar^2}{2m^*a^{*2}}=\frac12\,\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}.$$

One factor $1/\varepsilon$ is the weaker attraction at a given distance. The other comes from $a^*\propto\varepsilon$: a weaker attraction also allows a wider orbit. The mass does not change the attraction at a given distance. It acts through the radius alone, $1/a^*\propto\mu$, and so enters once.

Q: What does "radius" mean for an electron spread over all space?

A: Restoring the length unit, $F(r)=e^{-r/a^*}/\sqrt{\pi a^{*3}}$. The probability per unit radial distance is

$$P(r)=4\pi r^2|F|^2=\frac{4r^2}{a^{*3}}e^{-2r/a^*},\qquad \frac{dP}{dr}=\frac{8r}{a^{*3}}\left(1-\frac r{a^*}\right)e^{-2r/a^*}.$$

Its maximum is at $r=a^*$. The mean distance is larger because of the long outer tail:

$$\langle r\rangle=\frac4{a^{*3}}\int_0^\infty r^3e^{-2r/a^*}dr=\frac4{a^{*3}}\cdot\frac{6a^{*4}}{16}=\frac32a^*.$$

Similarly,

$$\left\langle\frac1r\right\rangle=\frac4{a^{*3}}\int_0^\infty r\,e^{-2r/a^*}dr=\frac4{a^{*3}}\cdot\frac{a^{*2}}4=\frac1{a^*}.$$

The mean potential energy is therefore $-e^2/(4\pi\varepsilon_0\varepsilon a^*)=-2E_b$. Since the total is $-E_b$, the mean kinetic energy of the envelope is $+E_b$.

Q: Put in numbers. I suspect the orbit will be too small for your uniform medium.

A: Take round model parameters $\mu=0.2$ and $\varepsilon=12$, with a lattice spacing of 0.5 nm. They stand for no particular material. The binding energy is

$$E_b=\frac{0.2}{12^2}\times13.6057\ \mathrm{eV}=\frac{13.6057\ \mathrm{eV}}{720}=18.9\ \mathrm{meV}=3.03\times10^{-21}\ \mathrm J.$$

Of the reduction by 720, screening supplies 144 and the light mass supplies 5. The radius is

$$a^*=\frac{12}{0.2}\times0.052918\ \mathrm{nm}=60\times0.052918\ \mathrm{nm}=3.18\ \mathrm{nm}.$$

This is 6.35 lattice spacings. A sphere of radius $a^*$ contains about $(4\pi/3)(6.35)^3\approx1070$ cubic cells. The mean distance is $1.5\,a^*=4.76$ nm, and the mean kinetic and potential energies are 18.9 meV and $-37.8$ meV.

Q: An orbit that covers many cells can still have its greatest density at the core. How often is the electron where your potential is wrong?

A: The density $|F|^2$ is indeed largest at the origin, but the volume there is small. With $x=R/a^*$, the probability within a distance $R$ is

$$p(R)=4\int_0^x s^2e^{-2s}ds=1-e^{-2x}(1+2x+2x^2).$$

To check the integral, differentiate the right side:

$$2e^{-2x}(1+2x+2x^2)-e^{-2x}(2+4x)=4x^2e^{-2x},$$

and both sides vanish at $x=0$. For $R$ equal to one lattice spacing, $x=0.5/3.175=0.1575$, so

$$p=1-e^{-0.315}(1+0.315+0.0496)\approx0.0041,$$

or 0.41%.

Q: Then the central cell can be ignored.

A: Not on that evidence alone. Suppose the true potential is deeper than $U$ by 1 eV throughout this sphere, a value chosen for illustration. To first order the level falls by

$$p\times1\ \mathrm{eV}\approx4.1\ \mathrm{meV},$$

which is more than a fifth of 18.9 meV. A small probability multiplied by a large energy need not be negligible beside a small binding energy.

For an added attraction inside the envelope equation, the variational principle makes this first-order shift a lower limit on the increase in binding. The old ground state, used as a trial state, already gives that mean energy, and the new ground state can lie lower still. For a well this deep it lies much lower: solving the envelope equation with the well included gives a shift of about 13 meV, three times the first-order value. A potential that changes sharply within a lattice spacing also strains the envelope equation itself, so neither figure is a prediction for a real donor. They show how sensitive the level is to the core.

The hydrogenic formula contains no chemical property of the donor. Within this model, two different donor elements in the same host have the same $E_b$. A difference between them requires physics that was left out, and the central-cell potential is one such source.

Q: What happens if the host has a heavier mass or screens less?

A: Compare two changes to the example. Doubling the mass to $\mu=0.4$ at $\varepsilon=12$ gives $\varepsilon/\mu=30$. Halving the permittivity to $\varepsilon=6$ at $\mu=0.2$ gives the same ratio. Both orbits shrink to 1.59 nm, but the binding energies are 37.8 meV and 75.6 meV. At equal radius the attraction is twice as strong in the second case, and so is the binding.

In both cases the electron is pulled nearer the core. For $R\ll a^*$, the integral for $p$ reduces to $4x^3/3$, so halving $a^*$ would raise the central probability eightfold. Here one lattice spacing is not that small beside $a^*$, and the full formula gives a rise from 0.41% to 2.6%, a factor of about six. The approximation therefore weakens as the orbit shrinks. The depth of the level alone does not decide this, because a small $\mu$ together with a small $\varepsilon$ can give a deeper level and a wider orbit. In the extreme case $\mu=\varepsilon=1$ the formulas return hydrogen, with a radius of 0.053 nm. That is a correct check of the algebra, but an orbit smaller than a cell would violate the assumptions behind the envelope equation.

The radial equation was also diagonalized numerically for hydrogen and for four donor cases. The energies agree with the formula to better than one part in ten thousand, as the numerical output shows. This tests the solution of the envelope equation; it cannot test the physics omitted from it.

Q: An implanted layer contains many donors. Does each keep its own orbit?

A: Only if they are far enough apart. A simple geometric scale is a mean spacing $N^{-1/3}$ equal to $2a^*$, where $N$ is the number of donors per volume. For the example,

$$N=\frac1{(2a^*)^3}=\frac1{(6.35\ \mathrm{nm})^3}\approx3.9\times10^{-3}\ \mathrm{nm^{-3}}=3.9\times10^{18}\ \mathrm{cm^{-3}}.$$

If the donors formed a simple cubic array, spheres of radius $a^*$ around neighbours would just touch at this density. Implanted donors are placed irregularly. If their positions are random, nearly every donor has a neighbour closer than $N^{-1/3}$, so the isolated-donor result needs $N$ well below this value. The number is a scale for overlap, not a computed threshold for any change in conduction.

Q: And if the band minimum is not the simple one you assumed?

A: With different masses along different directions, the kinetic term is no longer proportional to $\nabla^2$. One length $L$ cannot then turn the equation into hydrogen's, and the anisotropic envelope equation must be solved. If several equivalent minima exist, the short-range potential can also mix their states, because its Fourier components extend to the large wavevectors that separate them. A single $\mu$ may still give the order of magnitude, but the derivation here does not supply its value.

## Values computed for the example and the checks

```
WORKED EXAMPLE
effective-mass ratio mu = 0.2
relative permittivity eps = 12
lattice spacing = 0.5 nm
hydrogen binding energy Ry = 13.6057 eV
hydrogen Bohr radius a0 = 0.052918 nm
binding reduction from mass, 1/mu = 5
binding reduction from screening, eps^2 = 144
total binding reduction = 720
donor binding energy E_b = 18.90 meV
donor binding energy E_b = 3.028e-21 J
radius ratio a_star/a0 = 60
donor Bohr radius a_star = 3.175 nm
mean radius = 4.763 nm
mean kinetic energy = 18.90 meV
mean potential energy = -37.79 meV
a_star / lattice spacing = 6.35
cubic cells in sphere of radius a_star = 1073
probability within one spacing = 0.412 %
same probability, numerical state = 0.412 %
RADIAL EQUATION: numerical / formula
mu=1.0 eps=1: E_b 13605.617 / 13605.693 meV; peak 0.0530 / 0.0529 nm
mu=0.2 eps=12: E_b 18.897 / 18.897 meV; peak 3.1800 / 3.1751 nm
mu=0.1 eps=10: E_b 13.606 / 13.606 meV; peak 5.2900 / 5.2918 nm
mu=0.4 eps=12: E_b 37.793 / 37.794 meV; peak 1.5900 / 1.5875 nm
mu=0.2 eps=6: E_b 75.586 / 75.587 meV; peak 1.5900 / 1.5875 nm
GAUSSIAN TRIAL STATE (dimensionless)
completed square = 0.243242
energy = -0.378379, lower bound = -0.5
1D CRYSTAL (hbar = electron mass = lattice spacing = 1)
crystal potential amplitude = 20
slow-potential strength = 0.2
computed band mass = 3.6435
width 5: binding full 0.031806, envelope 0.031792, bare mass 0.026791
  error: envelope 0.041 %, bare mass 15.8 %
width 10: binding full 0.016910, envelope 0.016908, bare mass 0.014834
  error: envelope 0.012 %, bare mass 12.3 %
```
